# Why In-Phase Step Meanders Without Desorption Have No Squared-Slope Term: a numerical check

```python
"""
Result under test: an in-phase train of steps growing without desorption
moves along the original growth direction z at V = F L for every tilt m, so
the Kuramoto-Sivashinsky term (lambda/2)*(d zeta/dx)^2 has lambda = 0.
With desorption and one-sided capture,
lambda = F xs [tanh(u) - u/cosh(u)^2], u = L/xs.
Symbols: F flux (monolayers/s), L step spacing along z, zeta(x) step shape,
m slope of zeta, D adatom diffusivity, xs desorption-limited diffusion length,
d barrier length of the descending edge, J x-current summed over one terrace.
The solver works in units L = F = D = 1; density is a coverage.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_bvp
from scipy.constants import k as k_boltzmann, e as e_charge

mp.mp.dps = 100
NX, NC = 41, 14          # Fourier points along x, Chebyshev degree across


def chebyshev(n):
    """Nodes from 0 to 1, derivative matrix and quadrature weights."""
    y = np.cos(np.pi * np.arange(n + 1) / n)
    c = np.r_[2.0, np.ones(n - 1), 2.0] * (-1.0) ** np.arange(n + 1)
    grid = np.tile(y, (n + 1, 1)).T
    der = np.outer(c, 1 / c) / (grid - grid.T + np.eye(n + 1))
    der -= np.diag(der.sum(axis=1))
    moments = np.array([0.0 if q % 2 else 2.0 / (1 - q * q)
                        for q in range(n + 1)])
    vander = np.polynomial.chebyshev.chebvander(y, n)
    weights = np.linalg.solve(vander.T, moments) / 2
    return (1 - y) / 2, -2 * der, weights


S, DS, WS = chebyshev(NC)
NS = NC + 1
PHASE = 2 * np.pi * np.arange(NX) / NX
DPHI = np.zeros((NX, NX))
for i in range(NX):
    for j in range(NX):
        if i != j:
            DPHI[i, j] = 0.5 * (-1.0) ** (i - j) / np.sin(np.pi * (i - j) / NX)


def terrace(slope, wavenumber=1.0, u=0.0, inv_d=0.0, edge=0.0):
    """Solve steady diffusion between identical steps of given slope(x).

    u = L/xs, inv_d = 1/d, edge = equilibrium density along the step.
    Returns z-velocity(x), current J(x) and density(x, s), s = z - zeta.
    """
    slope = np.asarray(slope, float)
    inv_d = inv_d * np.ones(NX)
    edge = edge * np.ones(NX)
    p = np.repeat(slope, NS)[:, None]
    d_s = np.kron(np.eye(NX), DS)
    grad_x = np.kron(wavenumber * DPHI, np.eye(NS)) - p * d_s
    normal = d_s - p * grad_x        # normal derivative times sqrt(1+p^2)
    matrix = grad_x @ grad_x + d_s @ d_s - u**2 * np.eye(NX * NS)
    rhs = -np.ones(NX * NS)
    front = np.arange(NX) * NS       # ascending edge, s = 0
    back = front + NC                # descending edge of the next step, s = 1
    matrix[front] = 0.0
    matrix[front, front] = 1.0
    rhs[front] = edge
    rate = np.sqrt(1 + slope**2) * inv_d
    matrix[back] = normal[back]
    matrix[back, back] += rate
    rhs[back] = rate * edge
    density = np.linalg.solve(matrix, rhs)
    flux = normal @ density
    velocity = flux[front] - flux[back]
    current = -(grad_x @ density).reshape(NX, NS) @ WS
    return velocity, current, density.reshape(NX, NS)


def straight(m):
    return np.full(NX, float(m))


def lambda_over_FL(u):
    u = mp.mpf(u)
    return (mp.tanh(u) - u / mp.cosh(u) ** 2) / u


# Tilted trains without desorption, one-sided and anisotropic two-sided
worst_tilt = 0.0
for m in (0.0, 0.5, 1.0, 2.0):
    width = 1 / np.sqrt(1 + m * m)
    for inv_d in (0.0, (1 + m * m) / 0.7):
        vel, cur, _ = terrace(straight(m), inv_d=inv_d)
        worst_tilt = max(worst_tilt, np.max(np.abs(vel - 1)))
        expected = 0.5 * m * width**2 / (1 + width * inv_d)
        assert np.max(np.abs(cur - expected)) < 1e-7
assert worst_tilt < 1e-7

# Straight train with moving edges: the speed is an unknown of the problem
ell = 0.9
s0 = np.linspace(0, ell, 30)
moving = solve_bvp(
    lambda s, y, q: np.vstack((y[1], -q[0] * y[1] - 1)),
    lambda a, b, q: np.array([a[0] - 0.1, b[1] + q[0] * b[0],
                              q[0] - a[1] - q[0] * a[0]]),
    s0, np.vstack((0.1 + 0.3 * s0, 0.3 + 0 * s0)), p=[0.5], tol=1e-8)
assert moving.success and abs(moving.p[0] - ell) < 1e-6

# Curved train with capillarity and anisotropic two-sided attachment
k_wave = 2 * np.pi / 8
slope_wave = 0.6 * np.cos(PHASE)
curvature = k_wave * (DPHI @ slope_wave) / (1 + slope_wave**2) ** 1.5
vel, cur, _ = terrace(slope_wave, k_wave, inv_d=0.5 * (1 + slope_wave**2),
                      edge=-0.3 * curvature)
mean_error = abs(vel.mean() - 1)
balance_error = np.max(np.abs(vel - 1 + k_wave * (DPHI @ cur)))
assert np.ptp(vel) > 0.01
assert mean_error < 1e-6 and balance_error < 1e-5

# Long-wave current of one-sided steps
long_dev = []
for k_long in (0.1, 0.05):
    slope = 0.5 * np.cos(PHASE)
    _, cur, _ = terrace(slope, k_long)
    law = 0.5 * slope / (1 + slope**2)
    long_dev.append(np.max(np.abs(cur - law)) / np.max(np.abs(law)))
assert long_dev[1] < 0.05 and long_dev[1] < 0.6 * long_dev[0]

# Desorption: lambda from tilting the numerical solution
lambda_num = {}
for u in (0.5, 1.0, 5.0):
    v_flat = terrace(straight(0), u=u)[0].mean()
    v_tilt = terrace(straight(0.05), u=u)[0].mean()
    lambda_num[u] = 2 * (v_tilt - v_flat) / 0.05**2
    assert abs(lambda_num[u] / float(lambda_over_FL(u)) - 1) < 0.01
    v_half = terrace(straight(0.5), u=u)[0].mean()
    root = np.sqrt(1.25)
    assert abs(v_half - root * np.tanh(u / root) / u) < 1e-6
small_u = mp.mpf("0.01")
assert abs(lambda_over_FL(small_u) / (2 * small_u**2 / 3) - 1) < 1e-3

# Desorption: excess mean speed of a gently curved train
gentle = 0.1 * np.cos(PHASE)
v_flat_1 = terrace(straight(0), u=1.0)[0].mean()
excess = terrace(gentle, 0.1, u=1.0)[0].mean() - v_flat_1
excess_law = 0.5 * float(lambda_over_FL(1)) * np.mean(gentle**2)
excess_none = terrace(gentle, 0.1)[0].mean() - 1
assert abs(excess / excess_law - 1) < 0.03
assert abs(excess_none) < 1e-3 * excess_law

# Worked example: rough values for vicinal Cu(100) near room temperature
a_nm, n_rows, flux_ml = 0.255, 8.5, 0.01
temp, e_diff, e_des, e_edge, attempt = 300.0, 0.5, 3.0, 0.1, 1e13
kT = k_boltzmann * temp / e_charge
L_nm = n_rows * a_nm
diffusivity = a_nm**2 * attempt * np.exp(-e_diff / kT)
speed = flux_ml * L_nm
m_ex = 0.5
width_nm = L_nm / np.sqrt(1 + m_ex**2)
v_z = speed * terrace(straight(m_ex))[0].mean()
v_normal = v_z / np.sqrt(1 + m_ex**2)
assert abs(v_normal - flux_ml * width_nm) < 1e-7 * speed
v_wave = speed * terrace(slope_wave, k_wave)[0]


def desorption_length(temperature):
    thermal = k_boltzmann * temperature / e_charge
    return a_nm * np.exp((e_des - e_diff) / (2 * thermal))


xs_300, xs_1000 = desorption_length(temp), desorption_length(1000.0)
lam_300 = lambda_over_FL(L_nm / xs_300)
lam_1000 = lambda_over_FL(L_nm / xs_1000)
assert lam_300 > 0 and lam_1000 < 1e-6

density = terrace(straight(0))[2][0]
scale = flux_ml * L_nm**2 / diffusivity
mean_cov = scale * (WS @ density)
mean_sq = scale**2 * (WS @ density**2)
assert abs(WS @ density - 1 / 3) < 1e-8
capture = 4.0
nuclei = capture * diffusivity * mean_sq / a_nm**4 * L_nm**2 / flux_ml
d_nm = a_nm * (np.exp(e_edge / kT) - 1)
assert mean_cov < 1e-3 and nuclei < 0.3

print("TESTS (solver units L = F = D = 1)")
print(f"largest |V/(FL) - 1|, slopes 0 to 2: {worst_tilt:.1e}")
print(f"moving edges, width {ell}: speed/(F L) = {moving.p[0]:.6f}")
print(f"curved train, |mean V/(FL) - 1|: {mean_error:.1e}")
print(f"curved train, error of local balance: {balance_error:.1e}")
print(f"long-wave J, relative deviation at kL=0.10: {long_dev[0]:.4f}")
print(f"long-wave J, relative deviation at kL=0.05: {long_dev[1]:.4f}")
print("DESORPTION PRESENT (model cases)")
for u in (0.5, 1.0, 5.0):
    print(f"L/xs={u}: lambda/(FL) solver {lambda_num[u]:.4f},"
          f" formula {float(lambda_over_FL(u)):.4f},"
          f" lambda/V(0) {float(lambda_over_FL(u)) * u / np.tanh(u):.4f}")
print(f"L/xs=1: V(0)/(FL) = {v_flat_1:.4f}")
print(f"L/xs=1: V(0.5)/(FL) = {terrace(straight(0.5), u=1.0)[0].mean():.4f}")
print(f"L/xs=1, slope amplitude 0.1, kL=0.1: excess/(FL) {excess:.3e}")
print(f"  (lambda/2)<slope^2>/(FL): {excess_law:.3e}")
print(f"  same shape, no desorption: {excess_none:.1e}")
print("EXAMPLE: rough values, vicinal Cu(100)")
print(f"atomic spacing {a_nm} nm, rows per terrace {n_rows}")
print(f"temperature {temp:.0f} K, kT {kT:.5f} eV, flux {flux_ml} ML/s")
print(f"barriers: diffusion {e_diff} eV, desorption {e_des} eV,"
      f" edge {e_edge} eV")
print(f"attempt rate {attempt:.0e} 1/s")
print(f"step spacing L: {L_nm:.4f} nm")
print(f"speed before tilt, F L: {speed:.5f} nm/s")
print(f"tilt slope {m_ex}, angle {np.degrees(np.arctan(m_ex)):.2f} deg")
print(f"root sqrt(1+m^2): {np.sqrt(1 + m_ex**2):.5f}")
print(f"perpendicular width after tilt: {width_nm:.4f} nm")
print(f"normal speed after tilt: {v_normal:.5f} nm/s")
print(f"speed along z after tilt: {v_z:.5f} nm/s")
print(f"wrong value at fixed normal speed:"
      f" {speed * np.sqrt(1 + m_ex**2):.5f} nm/s")
print(f"meander: wavelength {8 * L_nm:.2f} nm, slope amplitude 0.6")
print(f"meander, one-sided, no capillarity: local speed"
      f" {v_wave.min():.5f} to {v_wave.max():.5f} nm/s")
print(f"meander mean speed: {v_wave.mean():.5f} nm/s")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"diffusivity: {diffusivity:.3e} nm^2/s")
print(f"desorption length: {xs_300:.2e} nm (300 K),"
      f" {xs_1000:.2e} nm (1000 K)")
print(f"lambda/(FL): {float(lam_300):.1e} (300 K),"
      f" {float(lam_1000):.1e} (1000 K)")
print(f"mean adatom coverage: {mean_cov:.2e} ML")
print(f"step motion during diffusion, V L/D: {speed * L_nm / diffusivity:.2e}")
print(f"nuclei per L x L area per layer (capture number {capture:.0f}):"
      f" {nuclei:.3f}")
print(f"edge barrier length d: {d_nm:.2f} nm")
print(f"reduction of J at small slope, d/(d+L): {d_nm / (d_nm + L_nm):.3f}")
print("verified")
```

Running it gives:

```
TESTS (solver units L = F = D = 1)
largest |V/(FL) - 1|, slopes 0 to 2: 1.8e-11
moving edges, width 0.9: speed/(F L) = 0.900000
curved train, |mean V/(FL) - 1|: 1.7e-14
curved train, error of local balance: 2.5e-11
long-wave J, relative deviation at kL=0.10: 0.0257
long-wave J, relative deviation at kL=0.05: 0.0124
DESORPTION PRESENT (model cases)
L/xs=0.5: lambda/(FL) solver 0.1375, formula 0.1378, lambda/V(0) 0.1491
L/xs=1.0: lambda/(FL) solver 0.3410, formula 0.3416, lambda/V(0) 0.4486
L/xs=5.0: lambda/(FL) solver 0.1997, formula 0.1998, lambda/V(0) 0.9991
L/xs=1: V(0)/(FL) = 0.7616
L/xs=1: V(0.5)/(FL) = 0.7978
L/xs=1, slope amplitude 0.1, kL=0.1: excess/(FL) 8.486e-04
  (lambda/2)<slope^2>/(FL): 8.540e-04
  same shape, no desorption: -1.2e-14
EXAMPLE: rough values, vicinal Cu(100)
atomic spacing 0.255 nm, rows per terrace 8.5
temperature 300 K, kT 0.02585 eV, flux 0.01 ML/s
barriers: diffusion 0.5 eV, desorption 3.0 eV, edge 0.1 eV
attempt rate 1e+13 1/s
step spacing L: 2.1675 nm
speed before tilt, F L: 0.02167 nm/s
tilt slope 0.5, angle 26.57 deg
root sqrt(1+m^2): 1.11803
perpendicular width after tilt: 1.9387 nm
normal speed after tilt: 0.01939 nm/s
speed along z after tilt: 0.02167 nm/s
wrong value at fixed normal speed: 0.02423 nm/s
meander: wavelength 17.34 nm, slope amplitude 0.6
meander, one-sided, no capillarity: local speed 0.01682 to 0.02491 nm/s
meander mean speed: 0.02168 nm/s
NEGLECTED EFFECTS IN THE EXAMPLE
diffusivity: 2.591e+03 nm^2/s
desorption length: 2.54e+20 nm (300 K), 5.08e+05 nm (1000 K)
lambda/(FL): 4.8e-41 (300 K), 1.2e-11 (1000 K)
mean adatom coverage: 6.04e-06 ML
step motion during diffusion, V L/D: 1.81e-05
nuclei per L x L area per layer (capture number 4): 0.050
edge barrier length d: 11.95 nm
reduction of J at small slope, d/(d+L): 0.846
verified
```
